# How Berry curvature transforms under time reversal and crystal symmetries

## First half: from a symmetry of the crystal to a law for the curvature

Q: I am told that Berry curvature has definite symmetry properties. I doubt it already at the definition: a Bloch state may be multiplied by any phase at each wave vector, so what is there to transform?

A: Let me fix the object first. Take independent electrons with a lattice-periodic Hamiltonian $H$. Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with $u_{n\mathbf k}$ periodic, and $u_{n\mathbf k}$ is an eigenstate of

$$H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}\,H\,e^{i\mathbf k\cdot\mathbf r}.$$

Scalar products of periodic functions are taken over one cell. Consider the $N$ lowest bands and assume a gap above them at the wave vectors in question. With $\partial_b=\partial/\partial k_b$, define

$$\mathbf A=i\sum_{n\le N}\langle u_n|\nabla_{\mathbf k}u_n\rangle,\qquad F_{bc}=\partial_bA_c-\partial_cA_b,\qquad \Omega_a=\tfrac12\epsilon_{abc}F_{bc}.$$

Repeated vector indices are summed, so $\boldsymbol\Omega=\nabla_{\mathbf k}\times\mathbf A$ and $\Omega_z=F_{xy}$. For $N=1$ this is the curvature of one band. In atomic units it is an area in bohr$^2$. The terms with second derivatives cancel in $F_{bc}$, leaving

$$F_{bc}=i\sum_n\big(\langle\partial_bu_n|\partial_cu_n\rangle-\langle\partial_cu_n|\partial_bu_n\rangle\big).$$

Q: That still contains the states with their arbitrary phases.

A: It can be written with the projector $P(\mathbf k)=\sum_{n\le N}|u_n\rangle\langle u_n|$, which has no phases in it. Differentiating $P^2=P$ gives $\partial_bP=(\partial_bP)P+P\,\partial_bP$. Multiplying by $P$ on both sides gives $P(\partial_bP)P=2P(\partial_bP)P$, so $P(\partial_bP)P=0$. Hence $P\,\partial_bP=P(\partial_bP)(1-P)$. Now insert

$$\partial_bP=\sum_n\big(|\partial_bu_n\rangle\langle u_n|+|u_n\rangle\langle\partial_bu_n|\big).$$

The first term is removed by $1-P$ on its right, so

$$P\,\partial_bP=\sum_n|u_n\rangle\langle\partial_bu_n|(1-P).$$

The adjoint, with $c$ for $b$, is $(\partial_cP)P=(1-P)\sum_n|\partial_cu_n\rangle\langle u_n|$. Since $P=P^2$ and a trace is cyclic,

$$\mathrm{Tr}(P\,\partial_bP\,\partial_cP)=\mathrm{Tr}\big[(P\,\partial_bP)(\partial_cP\,P)\big]=\sum_n\langle\partial_bu_n|(1-P)|\partial_cu_n\rangle.$$

Write $a^b_{mn}=\langle u_m|\partial_bu_n\rangle$. Differentiating $\langle u_m|u_n\rangle=\delta_{mn}$ shows that $\langle\partial_bu_n|u_m\rangle=-a^b_{nm}$. The part with $-P$ is therefore $+\sum_{mn}a^b_{nm}a^c_{mn}=\mathrm{Tr}(a^ba^c)$, which does not change when $b$ and $c$ are exchanged. It cancels in the difference, and

$$F_{bc}=i\,\mathrm{Tr}\big(P[\partial_bP,\partial_cP]\big).$$

Rephasing the states, or mixing the $N$ states by any unitary matrix, leaves $P$ and hence $F_{bc}$ unchanged.

Q: Is this real? You have an $i$ in front of a trace.

A: The complex conjugate of $\mathrm{Tr}(P\,\partial_bP\,\partial_cP)$ is the trace of the adjoint product, $\mathrm{Tr}(\partial_cP\,\partial_bP\,P)=\mathrm{Tr}(P\,\partial_cP\,\partial_bP)$. So $\mathrm{Tr}(P[\partial_bP,\partial_cP])$ is a number minus its conjugate. It is purely imaginary, and $F_{bc}$ is real. Please remember that the trace is imaginary, because the sign under time reversal comes from it.

Q: Now the symmetry. Crystal operations act on positions, while the curvature lives in $\mathbf k$ space. What connects them?

A: The action on periodic functions. Let the operation take $\mathbf r$ to $R\mathbf r+\mathbf t$, with $R$ a real orthogonal matrix. Put $s=+1$ for the operation alone and $s=-1$ if it is combined with time reversal. On wave functions,

$$(\hat g\psi)(\mathbf r)=D\,\psi\big(R^{-1}(\mathbf r-\mathbf t)\big)\quad(s=+1),\qquad (\hat g\psi)(\mathbf r)=D\,\psi^*\big(R^{-1}(\mathbf r-\mathbf t)\big)\quad(s=-1).$$

Here $D$ is a constant unitary matrix acting on spin, equal to 1 without spin. The operator $\hat g$ is unitary for $s=+1$ and antiunitary for $s=-1$. That the crystal has the symmetry means $\hat gH\hat g^{-1}=H$.

Apply $\hat g$ to $e^{i\mathbf k\cdot\mathbf r}\psi$. The exponential becomes $e^{is\mathbf k\cdot R^{-1}(\mathbf r-\mathbf t)}$, where $s=-1$ records the conjugation. Since $R$ is orthogonal, $\mathbf k\cdot R^{-1}\mathbf x=(R\mathbf k)\cdot\mathbf x$. Therefore

$$\hat g\,e^{i\mathbf k\cdot\mathbf r}\,\hat g^{-1}=e^{isR\mathbf k\cdot(\mathbf r-\mathbf t)}.$$

Putting $\hat g^{-1}\hat g$ between the factors of $H(\mathbf k)$ gives

$$\hat gH(\mathbf k)\hat g^{-1}=e^{-isR\mathbf k\cdot(\mathbf r-\mathbf t)}\,H\,e^{isR\mathbf k\cdot(\mathbf r-\mathbf t)}=H(sR\mathbf k).$$

The numbers $e^{isR\mathbf k\cdot\mathbf t}$ and $e^{-isR\mathbf k\cdot\mathbf t}$ have cancelled.

Q: So a screw axis or a glide plane gives the same relation as the plain rotation or mirror?

A: Yes, in this relation the fractional translation has dropped out. It remains inside $\hat g$, but $\hat g$ does not depend on $\mathbf k$, and this is what the next step needs. Also, $\hat g$ keeps periodic functions periodic, because $R$ maps the lattice onto itself.

Q: A symmetry could send your band to another band of the same energy.

A: That is why I use a gapped group. $H(\mathbf k)$ and $H(sR\mathbf k)$ have the same real eigenvalues, and $\hat g$ carries eigenspaces to eigenspaces of equal energy. The $N$ lowest states at $\mathbf k$ go to the $N$ lowest at $sR\mathbf k$:

$$P(sR\mathbf k)=\hat gP(\mathbf k)\hat g^{-1}.$$

For a statement about one band, that band must be nondegenerate at $\mathbf k$. At a degeneracy its projector is not defined, and the bands that touch must be taken together.

Q: Then differentiate. I expect trouble with signs.

A: Put $\mathbf k'=sR\mathbf k$. Since $s^2=1$, the inverse is $\mathbf k=sR^{-1}\mathbf k'$, or $k_{b'}=sR_{bb'}k'_b$, because $R^{-1}$ is the transpose of $R$. The chain rule gives

$$\frac{\partial}{\partial k'_b}=sR_{bb'}\frac{\partial}{\partial k_{b'}},\qquad (\partial_bP)(\mathbf k')=sR_{bb'}\,\hat g\,(\partial_{b'}P)(\mathbf k)\,\hat g^{-1}.$$

The coefficients are real, so they pass through an antiunitary $\hat g$ unchanged. Two derivatives occur in $F_{bc}$, and their two factors $s$ multiply to one. With $X_{b'c'}=P[\partial_{b'}P,\partial_{c'}P]$ taken at $\mathbf k$,

$$F_{bc}(\mathbf k')=i\,R_{bb'}R_{cc'}\,\mathrm{Tr}\big(\hat gX_{b'c'}\hat g^{-1}\big).$$

Q: If both factors $s$ are gone, time reversal leaves the curvature even.

A: One sign remains in the trace. For unitary $\hat g$ the trace is $\mathrm{Tr}\,X$. For antiunitary $\hat g$ take an orthonormal basis $\phi_i$. The functions $\hat g\phi_i$ are again an orthonormal basis, and

$$\langle\hat g\phi_i|\hat gX\hat g^{-1}|\hat g\phi_i\rangle=\langle\hat g\phi_i|\hat gX\phi_i\rangle=\langle\phi_i|X\phi_i\rangle^*.$$

The sum is $(\mathrm{Tr}\,X)^*$, which equals $-\mathrm{Tr}\,X$ because this trace is imaginary. Both cases together read $\mathrm{Tr}(\hat gX\hat g^{-1})=s\,\mathrm{Tr}\,X$. The $i$ in front belongs to the definition of $F$ at $\mathbf k'$ and is not conjugated. So

$$F_{bc}(\mathbf k')=s\,R_{bb'}R_{cc'}F_{b'c'}(\mathbf k).$$

Q: That is a tensor law. Where is the vector?

A: The definition of a determinant gives $\epsilon_{abc}R_{aa'}R_{bb'}R_{cc'}=\det(R)\,\epsilon_{a'b'c'}$. Multiply by $R_{da'}$ and sum over $a'$. Orthogonality, $R_{da'}R_{aa'}=\delta_{da}$, turns this into

$$\epsilon_{dbc}R_{bb'}R_{cc'}=\det(R)\,R_{da'}\epsilon_{a'b'c'}.$$

Contract with $\tfrac12sF_{b'c'}(\mathbf k)$. The left side is $\Omega_d(\mathbf k')$, and the right side contains $\tfrac12\epsilon_{a'b'c'}F_{b'c'}=\Omega_{a'}(\mathbf k)$. The result is

$$\boxed{\boldsymbol\Omega(sR\mathbf k)=s\,\det(R)\,R\,\boldsymbol\Omega(\mathbf k)}$$

An ordinary (polar) vector would be multiplied by $R$. The extra $\det R$ makes $\boldsymbol\Omega$ an axial vector, and the factor $s$ makes it odd under time reversal.

Q: Can I see this without indices?

A: By Stokes' theorem the phase $\gamma=\oint\mathbf A\cdot d\mathbf k$ around a small loop is $\boldsymbol\Omega\cdot\mathbf S$, with $\mathbf S$ the area vector of the loop. The operation moves the loop. Its new area vector is $\mathbf S'=\det(sR)\,sR\,\mathbf S=\det(R)\,R\,\mathbf S$, since in three dimensions $\det(sR)=s\det R$. The states on the new loop may be taken as $\hat gu_n$. An antiunitary $\hat g$ conjugates the imaginary number $\langle u_n|du_n\rangle$, so the phase becomes $s\gamma$. Then $\boldsymbol\Omega'\cdot\mathbf S'=s\,\boldsymbol\Omega\cdot\mathbf S$ for every small loop, which is the same law.

Q: Give me time reversal and inversion.

A: For time reversal $R=1$ and $s=-1$. For inversion $R=-1$, $\det R=-1$ and $s=+1$, so the two minus signs cancel:

$$\text{time reversal: }\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k),\qquad \text{inversion: }\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k).$$

Both turn a loop at $\mathbf k$ into one at $-\mathbf k$ with the same area vector. Time reversal also reverses the phase.

Q: With both symmetries the curvature would have to vanish. Can it be so simple?

A: For a nondegenerate band, yes. It is enough that the crystal has the product of the two, even if it has neither separately. Then $R=-1$ and $s=-1$, so $sR\mathbf k=\mathbf k$, while $s\det(R)R=(-1)(-1)(-1)=-1$. At each such point $\boldsymbol\Omega(\mathbf k)=-\boldsymbol\Omega(\mathbf k)=0$.

Q: Electrons have spin. Does the argument survive?

A: Its premise changes. Let $\hat g$ be this product. For spin one-half, time reversal squares to $-1$. Inversion leaves spin alone, commutes with time reversal and squares to $+1$, so $\hat g^2=-1$. Antiunitarity means $\langle\hat ga|\hat gb\rangle=\langle b|a\rangle$. Setting $a=\hat gu$ and $b=u$ gives

$$\langle u|\hat gu\rangle=\langle\hat g^2u|\hat gu\rangle=-\langle u|\hat gu\rangle=0.$$

The states $u$ and $\hat gu$ are orthogonal and have the same $\mathbf k$ and energy. Every band is at least doubly degenerate, so $N=1$ is not available. For a gapped pair, $N=2$, the law gives zero for the total curvature. It does not give zero for the matrix $i\langle u_n|[\partial_bP,\partial_cP]|u_m\rangle$ within the pair, of which $F_{bc}$ is the trace.

Q: And where bands touch in a crystal without spin?

A: There the zero is not established, and something can survive. Take a loop along which the band is nondegenerate. The product symmetry maps the loop to itself and reverses its phase, so $\gamma=-\gamma$ up to a multiple of $2\pi$. Both $\gamma=0$ and $\gamma=\pi$ are allowed. A loop that can be shrunk to a point without meeting a degeneracy has $\gamma=0$, because the curvature vanishes on the surface it sweeps. A loop around a degeneracy may have $\gamma=\pi$.

## Second half: mirrors, rotations and numbers

The periodic parts $u_{n\mathbf k}$ of the Bloch states are eigenstates of $H(\mathbf k)$, and $P(\mathbf k)$ projects onto the $N$ lowest, gapped from the rest. The total curvature vector is $\boldsymbol\Omega=\nabla_{\mathbf k}\times\mathbf A$ with $\mathbf A=i\sum_n\langle u_n|\nabla_{\mathbf k}u_n\rangle$, and $F_{xy}=\Omega_z$. A crystal symmetry $\mathbf r\to R\mathbf r+\mathbf t$, alone ($s=+1$) or with time reversal ($s=-1$), acts through an operator $\hat g$ independent of $\mathbf k$, with $P(sR\mathbf k)=\hat gP(\mathbf k)\hat g^{-1}$. It follows that $\boldsymbol\Omega(sR\mathbf k)=s\det(R)R\,\boldsymbol\Omega(\mathbf k)$.

Q: What does a mirror do? My instinct is to flip the component along the normal.

A: That holds for a polar vector. For the mirror $z\to-z$, $R=\mathrm{diag}(1,1,-1)$ and $\det R=-1$, so $\det(R)R=\mathrm{diag}(-1,-1,1)$ and

$$\boldsymbol\Omega(k_x,k_y,-k_z)=(-\Omega_x,-\Omega_y,\Omega_z)(k_x,k_y,k_z).$$

The normal component is kept and the in-plane components change sign. A loop parallel to the mirror keeps its sense of circulation, while a loop standing upright on it has that sense reversed.

Q: And rotations?

A: They have $\det R=1$, so $\boldsymbol\Omega(R\mathbf k)=R\,\boldsymbol\Omega(\mathbf k)$: the arrow turns with the point to which it is attached. A rotation followed by inversion has the matrix $-R$ and determinant $-1$. The point goes to $-R\mathbf k$, but the arrow is still turned by $R$.

Q: What if the operation leaves $\mathbf k$ where it is?

A: Then $\boldsymbol\Omega$ must be unchanged by $s\det(R)R$. On the mirror plane $k_z=0$ this removes $\Omega_x$ and $\Omega_y$, so the curvature is normal to the plane. On a rotation axis it is parallel to the axis. For a twofold rotation about $z$ combined with time reversal, $sR\mathbf k=(k_x,k_y,-k_z)$ and $s\det(R)R=\mathrm{diag}(1,1,-1)$. On $k_z=0$ this gives $\Omega_z=0$ and leaves the in-plane components free.

Q: On a zone face the mirror image is a different point, though an equivalent one.

A: One needs periodicity of $\boldsymbol\Omega$. For a reciprocal lattice vector $\mathbf G$ the definition of $H(\mathbf k)$ gives

$$H(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}H(\mathbf k)e^{i\mathbf G\cdot\mathbf r}.$$

The factor $e^{-i\mathbf G\cdot\mathbf r}$ is unitary, maps periodic functions to periodic functions and does not depend on $\mathbf k$. The projectors are related in the same way, and the trace for $F_{bc}$ is unchanged, so $\boldsymbol\Omega(\mathbf k+\mathbf G)=\boldsymbol\Omega(\mathbf k)$. In a simple cubic crystal with lattice constant $a$, the mirror takes $k_z=\pi/a$ to $-\pi/a$, which differs by a reciprocal lattice vector. The curvature is normal to that face as well.

Q: Show me vectors from an actual calculation.

A: The states need not be differentiated. Differentiate $H(\mathbf k)|u_n\rangle=E_n|u_n\rangle$ and project on $u_m$ with $m\ne n$: $\langle u_m|\partial_cH|u_n\rangle=(E_n-E_m)\langle u_m|\partial_cu_n\rangle$. Write $v^c_{mn}$ for the left side. Inserting a complete set in $F_{bc}$ for one band gives

$$F_{bc}=i\sum_{m\ne n}\frac{v^b_{nm}v^c_{mn}-v^c_{nm}v^b_{mn}}{(E_n-E_m)^2}=-2\,\mathrm{Im}\sum_{m\ne n}\frac{v^b_{nm}v^c_{mn}}{(E_n-E_m)^2}.$$

The term $m=n$ cancels by antisymmetry, and the two products in the numerator are conjugates.

Take $H=\tfrac12(\mathbf p+\mathbf w(\mathbf r))^2+V(\mathbf r)$ on a simple cubic lattice with $a=6$ bohr. A periodic vector potential $\mathbf w$ with nonzero curl breaks time reversal; in the time-reversal crystal the symmetry removes $\mathbf w$ altogether. The Fourier coefficients of $V$ and $\mathbf w$, for nonzero reciprocal vectors with components $0,\pm2\pi/a$, were drawn at random with magnitudes of order 0.1 atomic unit. They were then averaged over the group generated by one operation, with a new draw for each operation. The basis is the 33 plane waves with $|\mathbf G|\le 4\pi/a$, a set that each operation maps to itself. The matrix that was diagonalized is $V$ plus half the sum of the squares of the $33\times33$ matrices of the components of $\mathbf p+\mathbf k+\mathbf w$. This product leaves out the part of $\mathbf w^2$ that passes through plane waves outside the set. It keeps the symmetry, but for the four crystals below with $\mathbf w\ne0$ (all but the first) the numbers differ from those given by the exact matrix elements of $\mathbf w^2$ in the same basis, for the threefold crystal even in the sign of two components. At $\mathbf k=(0.42,0.36,0.31)\,2\pi/a$ and at its image, the lowest band without spin has these curvatures in bohr$^2$:

- time reversal: $(-0.68,-0.33,-0.31)\to(0.68,0.33,0.31)$;
- inversion: $(2.41,-2.56,-2.50)\to(2.41,-2.56,-2.50)$;
- mirror $z$: $(-0.86,-0.24,0.15)\to(0.86,0.24,0.15)$;
- threefold rotation $(x,y,z)\to(z,x,y)$: $(-15.47,-8.04,-5.14)\to(-5.14,-15.47,-8.04)$;
- fourfold screw about $z$, shift $a/4$: $(0.58,-0.23,-5.94)\to(0.23,0.58,-5.94)$.

The last line is $(\Omega_x,\Omega_y,\Omega_z)\to(-\Omega_y,\Omega_x,\Omega_z)$, a quarter turn with no trace of the shift.

Q: Is a finite set of plane waves also periodic in $\mathbf k$?

A: No. A shift by $\mathbf G$ does not map it to itself. For the mirror crystal, the length of $\boldsymbol\Omega(\mathbf k-\mathbf G)-\boldsymbol\Omega(\mathbf k)$ with $\mathbf G$ along $z$, relative to that of $\boldsymbol\Omega(\mathbf k)$, is 0.39 with 33 plane waves, 0.050 with 179 and 0.0003 with 619, the matrix being built from truncated products as before. The vectors above therefore belong to the 33-wave model and are not converged values for the full crystal. The shift can be large: with 389 plane waves and exact matrix elements the threefold crystal gives about $(-49,-5,42)$ bohr$^2$ at the same $\mathbf k$, still changing with the basis, and $\Omega_z$ of the inversion crystal becomes about $+0.6$ bohr$^2$.

Q: And the spin-degenerate pair?

A: Add spin to the crystal that has the product of inversion and time reversal. With $\boldsymbol\Pi=\mathbf p+\mathbf w$ and Pauli matrices $\boldsymbol\sigma$, use $\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\Pi)^2+V$ plus the Hermitian part of $\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\Pi)$, with $\lambda=0.5$ atomic units, a deliberately large spin-orbit term. In the same 33 plane waves, with operator products again formed from the truncated matrices, and at the same $\mathbf k$, the $xy$ curvature matrix of the lowest pair has eigenvalues $-0.387$ and $+0.387$ bohr$^2$. Their sum is zero, but the matrix is not. The magnitude again belongs to the small basis: with 179 plane waves the eigenvalues are $-0.463$ and $+0.463$ bohr$^2$.

Q: In two dimensions there is one component. What is left of the axial vector?

A: $\Omega_z$ keeps its value under a rotation in the plane. A twofold rotation takes $\mathbf k$ to $-\mathbf k$, so it acts on $\Omega_z$ as inversion does. The vertical mirror $x\to-x$ has $\det(R)R=\mathrm{diag}(1,-1,-1)$, hence $\Omega_z(-k_x,k_y)=-\Omega_z(k_x,k_y)$, and $\Omega_z$ vanishes on the line $k_x=0$. For a band gapped throughout the zone, the Chern number is

$$C=\frac1{2\pi}\int_{\rm zone}\Omega_z\,d^2k.$$

Under time reversal the contributions of $\mathbf k$ and $-\mathbf k$ cancel, so $C=0$. Such a vertical mirror has the same effect. Inversion makes the two contributions equal and does not force $C$ to vanish.

Q: I would like a model I can follow by hand.

A: Take a honeycomb lattice with lattice constant $a$. Site 1 has neighbours of type 2 at $\boldsymbol\delta_1=\tfrac{a}{\sqrt3}(0,1)$ and $\boldsymbol\delta_{2,3}=\tfrac{a}{\sqrt3}(\mp\tfrac{\sqrt3}2,-\tfrac12)$. The site energies are $\pm M$, the neighbour hopping is $t_1$, and the second-neighbour hopping is imaginary, $\pm it_2$, with opposite signs on the two sublattices. With the true positions in the Bloch phases,

$$H(\mathbf k)=\begin{pmatrix}z&f\\f^*&-z\end{pmatrix},\quad f=t_1\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j},\quad z=M-2t_2\sum_j\sin\mathbf k\cdot\mathbf b_j,$$

where $\mathbf b_1=\boldsymbol\delta_2-\boldsymbol\delta_3$, $\mathbf b_2=\boldsymbol\delta_3-\boldsymbol\delta_1$ and $\mathbf b_3=\boldsymbol\delta_1-\boldsymbol\delta_2$. The sine comes from $it_2(e^{i\theta}-e^{-i\theta})=-2t_2\sin\theta$.

Time reversal requires $H(-\mathbf k)=H(\mathbf k)^*$, so $z$ must be even and $t_2=0$. Inversion exchanges the sites and requires $z(-\mathbf k)=-z(\mathbf k)$, so $M=0$.

Look at the zone corners $\tau\mathbf K$, with $\mathbf K=(4\pi/3a,0)$ and $\tau=\pm1$. The angles $\mathbf K\cdot\mathbf b_j$ are $-4\pi/3$, $2\pi/3$ and $2\pi/3$, each with sine $\sqrt3/2$, so $z=m_\tau=M-3\sqrt3\,\tau t_2$. Each cosine is $-\tfrac12$ and $\sum_j\mathbf b_j=0$, so $\nabla z=0$. The phases $e^{i\tau\mathbf K\cdot\boldsymbol\delta_j}$ are $1$, $e^{-2\pi i\tau/3}$ and $e^{2\pi i\tau/3}$. They add to $f=0$, and

$$\sum_j\boldsymbol\delta_je^{i\tau\mathbf K\cdot\boldsymbol\delta_j}=\frac{\sqrt3a}2(i\tau,1),\qquad \partial_xf=-\tau v,\quad\partial_yf=iv,\quad v=\frac{\sqrt3\,at_1}2.$$

For $m_\tau>0$ the lower state is on site 2. Then $v^x_{21}v^y_{12}=(-\tau v)(iv)=-i\tau v^2$, and the energy difference is $2m_\tau$, so the sum gives $\Omega_z=2\tau v^2/(2m_\tau)^2$. For $m_\tau<0$ the lower state is on site 1, the product is conjugated and the sign changes:

$$\Omega_z(\tau\mathbf K)=\tau\,\mathrm{sgn}(m_\tau)\frac{v^2}{2m_\tau^2}.$$

Q: Put in numbers.

A: With $a=5$ bohr and $t_1=0.1$ hartree, $v=0.433$ and $v^2=0.1875$ in atomic units. The Chern numbers come from averaging the two-state sum over a $60\times60$ grid in the zone.

With time reversal alone, $M=0.02$ hartree and $t_2=0$, both masses are 0.02. The corner values are $\pm0.1875/(2\times0.0004)=\pm234.4$ bohr$^2$ ($\pm65.6$ Å$^2$), opposite at $\mathbf K$ and $-\mathbf K$, and $C=0$.

With inversion alone, $M=0$ and $t_2=0.01$ hartree, the masses are $\mp0.05196$. Both $\tau$ and the mass change sign, so both corners have $-0.1875/(2\times0.0027)=-34.7$ bohr$^2$ ($-9.72$ Å$^2$), and $C=-1$.

With neither, $M=0.02$ and $t_2=0.01$ hartree, the masses are $-0.03196$ and $0.07196$. The corner values are $-91.8$ and $-18.1$ bohr$^2$, neither equal nor opposite, and again $C=-1$.

Q: With both symmetries $M=t_2=0$, and your formula divides by zero.

A: There the bands touch and the single-band curvature is undefined. Away from the touching points it is zero. Near $\mathbf K$, with $\mathbf q=\mathbf k-\mathbf K=q(\cos\varphi,\sin\varphi)$, $f\approx v(-q_x+iq_y)=-vq\,e^{-i\varphi}$. If $\theta$ is the phase of $f$, the lower state is $(1,-e^{-i\theta})/\sqrt2$ and $i\langle u|du\rangle=\tfrac12d\theta$. One turn changes $\theta$ by $-2\pi$, so the loop phase is $-\pi$, equivalent to $\pi$.

Q: Why did you insist on true positions? Orbital phases looked like a free choice.

A: A phase common to both components of $u$ is free. A $\mathbf k$-dependent phase on one orbital is another matter. Leave out $\boldsymbol\delta_1$, the position of site 2. Then $f'=fe^{-i\mathbf k\cdot\boldsymbol\delta_1}$ and $u'=Wu$ with $W=\mathrm{diag}(1,e^{i\mathbf k\cdot\boldsymbol\delta_1})$. With $\rho_2=|u_2|^2$ the weight on site 2,

$$\mathbf A'=\mathbf A+i\langle u|W^\dagger\nabla W|u\rangle=\mathbf A-\rho_2\boldsymbol\delta_1,\qquad \Omega_z'=\Omega_z-[\nabla\times(\rho_2\boldsymbol\delta_1)]_z.$$

The operator of a rotation becomes $W(R\mathbf k)\,\hat g\,W(\mathbf k)^{-1}$, which in general depends on $\mathbf k$, and the differentiation step of the proof fails.

Take the model with $M=0.02$ and $t_2=0.01$ hartree at $\mathbf k=(0.70,0.10)$ bohr$^{-1}$. The true $\Omega_z$ is $-8.66$ bohr$^2$, and it is the same after $\mathbf k$ is rotated anticlockwise by $120^\circ$. The curl term, from central differences of $\rho_2$, is $-3.68$ bohr$^2$, so $\Omega_z'=-8.66+3.68=-4.98$ bohr$^2$. At the rotated point $\Omega_z'$ is $-8.92$ bohr$^2$, so the threefold symmetry is lost. The Chern number is still $-1$, because $\rho_2$ is periodic in $\mathbf k$ and the curl integrates to zero over the zone.
